# The AH2 Walsh diagram in a minimal one-electron model: test program

```python
"""Walsh diagram of AH2 in a minimal one-electron model.

Result under test: with 1a1 and 1b2 full, the shape depends only on the
occupation n of 2a1: n=0 linear, n=1 wide angle, n=2 narrow angle.
Symbols: a = s-p gap in units of |beta|; p and H levels at zero;
theta = HAH angle; x = cos(theta/2)**2; couplings s-H and p(sigma)-H are -1.
S_n = dE_total/dx at the linear shape
    = sqrt(2) - (a^2+4)/sqrt(a^2+8) + (1-n)*a.
The pattern is also compared with Hartree-Fock calculations.
"""
import numpy as np
from scipy.optimize import brentq, minimize_scalar
from scipy.constants import physical_constants
from pyscf import gto, scf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def hamiltonian(theta_deg, a):
    """Basis s, px, py, pz, H1, H2; built from the bond directions."""
    half = np.radians(theta_deg) / 2
    h = np.zeros((6, 6))
    h[0, 0] = -a
    for column, side in ((4, 1.0), (5, -1.0)):
        direction = np.array([0.0, side * np.sin(half), np.cos(half)])
        h[0, column] = h[column, 0] = -1.0
        h[1:4, column] = h[column, 1:4] = -direction
    return h


def total_energy(theta_deg, a, occupation):
    levels = np.linalg.eigvalsh(hamiltonian(theta_deg, a))
    return float(np.dot(occupation, levels[:4]))


def model_angle(a, occupation):
    """Global minimum between 80 and 180 degrees by direct search."""
    grid = np.linspace(80, 180, 201)
    energies = [total_energy(t, a, occupation) for t in grid]
    best = int(np.argmin(energies))
    if best == len(grid) - 1:
        return 180.0
    assert best > 0
    found = minimize_scalar(total_energy, args=(a, occupation),
                            bounds=(grid[best - 1], grid[best + 1]),
                            method="bounded", options={"xatol": 1e-6})
    return float(found.x)


def angle_from_x(x):
    return float(np.degrees(2 * np.arccos(np.sqrt(x))))


def a1_roots(x, a):
    """Roots of (E+a)(E^2-2x)-2E = 0 in rising order."""
    return np.sort(np.roots([1.0, a, -2 * x - 2, -2 * a * x]).real)


def a1_slopes(x, a):
    e = a1_roots(x, a)
    return 2 * (e + a) / (3 * e**2 + 2 * a * e - 2 * x - 2)


def linear_slope(a, n):
    return np.sqrt(2) - (a**2 + 4) / np.sqrt(a**2 + 8) + (1 - n) * a


OCC = {0: (2, 2, 0, 0), 1: (2, 2, 1, 0), 2: (2, 2, 2, 0)}
SPECIES = {"BeH2": (0, (2, 2, 0, 0)), "BH2": (1, (2, 2, 1, 0)),
           "CH2 triplet": (1, (2, 2, 1, 1)),
           "CH2 singlet": (2, (2, 2, 2, 0)), "H2O": (2, (2, 2, 2, 2))}
GAP = 2.0

# Block formulas and level order against the full matrix.
for theta in np.linspace(90, 180, 19):
    x = np.cos(np.radians(theta) / 2)**2
    e1, e2, e3 = a1_roots(x, GAP)
    b2 = np.sqrt(2 * (1 - x))
    full = np.linalg.eigvalsh(hamiltonian(theta, GAP))
    assert np.allclose(full[:4], [e1, -b2, e2, 0.0], atol=1e-7)
    assert np.allclose(full[4:], np.sort([e3, b2]), atol=1e-7)

# Slopes from orbital weights and from the cubic against finite differences.
x0, step = 0.25, 1e-5
values, vectors = np.linalg.eigh(hamiltonian(angle_from_x(x0), GAP))
upper = np.linalg.eigvalsh(hamiltonian(angle_from_x(x0 + step), GAP))
lower = np.linalg.eigvalsh(hamiltonian(angle_from_x(x0 - step), GAP))
numeric = (upper - lower) / (2 * step)
weight_plus = (vectors[4] + vectors[5])**2 / 2
weight_minus = (vectors[4] - vectors[5])**2 / 2
for k in range(6):
    if abs(values[k]) > 1e-8:
        formula = 2 * (weight_plus[k] - weight_minus[k]) / values[k]
        assert abs(formula - numeric[k]) < 1e-7
    else:
        assert abs(numeric[k]) < 1e-7
assert np.allclose(a1_slopes(x0, GAP), numeric[[0, 2, 4]], atol=1e-7)

# Individual and total slopes at the linear shape; bent or linear outcome.
# The 2a1 level curves strongly for large a, so the step must be small:
# the one-sided difference has an error of order step**2 * a**5.
h = 1e-5
for a in (0.5, 1.0, 2.0, 4.0):
    root = np.sqrt(a * a + 8)
    spectra = [np.linalg.eigvalsh(hamiltonian(angle_from_x(q), a))
               for q in (0.0, h, 2 * h)]
    slopes = (4 * spectra[1] - spectra[2] - 3 * spectra[0]) / (2 * h)
    expected = [-((root - a) / 2)**2 / root, 1 / np.sqrt(2), -a]
    assert np.allclose(slopes[:3], expected, rtol=0, atol=1e-6)
    for n, occupation in OCC.items():
        s_n = linear_slope(a, n)
        assert abs(np.dot(occupation, slopes[:4]) - s_n) < 1e-6
        assert (model_angle(a, occupation) < 179.9) == (s_n < 0)
        assert (s_n > 0) == (n == 0)

# Bounds that make the n=0 case linear over the whole range.
for a in (0.1, 0.5, 1.0, 2.0, 4.0, 10.0):
    for theta in np.linspace(90, 180, 31):
        val, vec = np.linalg.eigh(hamiltonian(theta, a))
        assert (vec[4, 0] + vec[5, 0])**2 / 2 <= 0.5 + 1e-12
        assert abs(val[0]) >= np.sqrt(2) - 1e-12

# Limits of vanishing and very large s-p gap.
for occupation in OCC.values():
    assert model_angle(0.0, occupation) == 180.0
limit_open = float(np.degrees(2 * np.arccos(1 / np.sqrt(5))))
assert abs(model_angle(1000.0, OCC[1]) - limit_open) < 0.05
assert abs(model_angle(1000.0, OCC[2]) - 90) < 0.05


# Stationarity equation against direct minimisation.
def gradient_open(x):
    d = a1_slopes(x, GAP)
    return 2 * d[0] + d[1] + 2 / np.sqrt(2 * (1 - x))


def gradient_closed(x):
    return 1 / np.sqrt(2 * (1 - x)) - a1_slopes(x, GAP)[2]


x_eq = {1: brentq(gradient_open, 0.01, 0.6),
        2: brentq(gradient_closed, 0.01, 0.6)}
angles = {name: model_angle(GAP, occ) for name, (n, occ) in SPECIES.items()}
for name, (n, occ) in SPECIES.items():
    target = 180.0 if n == 0 else angle_from_x(x_eq[n])
    assert abs(angles[name] - target) < 1e-3


# Hartree-Fock comparison at fixed, round bond lengths (angstrom).
def hf_energy(theta_deg, atom, bond, unpaired):
    half = np.radians(theta_deg) / 2
    y, z = bond * np.sin(half), bond * np.cos(half)
    mol = gto.M(atom=[[atom, (0, 0, 0)], ["H", (0, y, z)],
                      ["H", (0, -y, z)]],
                basis="6-31g**", spin=unpaired, verbose=0)
    mf = scf.UHF(mol) if unpaired else scf.RHF(mol)
    mf.conv_tol = 1e-9
    energy = mf.kernel()
    assert mf.converged
    return float(energy)


HF_INPUT = {"BH2": ("B", 1.2, 1), "CH2 triplet": ("C", 1.1, 2),
            "CH2 singlet": ("C", 1.1, 0), "H2O": ("O", 1.0, 0)}
hf_angles = {}
for name, data in HF_INPUT.items():
    found = minimize_scalar(hf_energy, args=data, bounds=(90, 160),
                            method="bounded", options={"xatol": 0.05})
    hf_angles[name] = float(found.x)
    assert 92 < found.x < 158
    assert abs(found.x - angles[name]) < 15  # coarse model, coarse agreement
wide = min(hf_angles["BH2"], hf_angles["CH2 triplet"])
narrow = max(hf_angles["CH2 singlet"], hf_angles["H2O"])
assert wide > narrow + 15
BE_BOND = 1.3
be_scan = [hf_energy(t, "Be", BE_BOND, 0) for t in (180, 170, 150, 120, 90)]
assert np.all(np.diff(be_scan) > 0)

print(f"s-p gap a = {GAP:.1f} |beta|")
print("Levels in |beta|: angle/deg, x, 1a1, 1b2, 2a1, 1b1")
for theta in (180, 150, 120, 90):
    x = np.cos(np.radians(theta) / 2)**2
    lev = np.linalg.eigvalsh(hamiltonian(theta, GAP))[:4] + 0.0
    lev[np.abs(lev) < 1e-10] = 0.0
    print(f"{theta:4d} {x:.4f} " + " ".join(f"{v:8.4f}" for v in lev))
print("Total energy in |beta|: angle/deg, n=0, n=1, n=2")
for theta in (180, 150, 120, 90):
    print(f"{theta:4d} " + " ".join(
        f"{total_energy(theta, GAP, OCC[n]):9.4f}" for n in OCC))
lin = a1_roots(0.0, GAP)
print(f"R = {np.sqrt(GAP**2 + 8):.4f} |beta|")
print(f"linear a1 roots E1, E3 = {lin[0]:.4f}, {lin[2]:.4f} |beta|")
print(f"slope of 1a1 at linear = {-lin[2]**2 / np.sqrt(GAP**2 + 8):.4f} |beta|")
print(f"slope of 2a1 at linear = {-GAP:.4f} |beta|")
print(f"slope of 1b2 at linear = {1 / np.sqrt(2):.4f} |beta|")
for n in OCC:
    print(f"S_{n} = {linear_slope(GAP, n):.4f} |beta|")
for n in (1, 2):
    barrier = (total_energy(180, GAP, OCC[n])
               - total_energy(angle_from_x(x_eq[n]), GAP, OCC[n]))
    print(f"n={n}: x at minimum = {x_eq[n]:.4f}, "
          f"barrier to linear = {barrier:.4f} |beta|")
for name, angle in angles.items():
    print(f"model angle {name}: {angle:.1f} deg")
print("Angles in deg for other gaps: a/|beta|, n=1, n=2")
for a in (0.5, 1.0, 4.0):
    print(f"{a:.1f} {model_angle(a, OCC[1]):.1f} {model_angle(a, OCC[2]):.1f}")
print(f"large-gap limit, n=1: {limit_open:.1f} deg")
print(f"large-gap check a=1000, n=2: {model_angle(1000.0, OCC[2]):.1f} deg")
print("Hartree-Fock/6-31G**: bond length, angle")
for name, angle in hf_angles.items():
    print(f"{name}: {HF_INPUT[name][1]:.1f} angstrom, {angle:.1f} deg")
print(f"BeH2: {BE_BOND:.1f} angstrom, lowest at 180 deg of 5 angles")
for theta, energy in zip((170, 150, 120, 90), be_scan[1:]):
    print(f"BeH2 E({theta})-E(180) = "
          f"{(energy - be_scan[0]) * HARTREE_EV:.3f} eV")
print("no test failed")
```

Printed output:

```
s-p gap a = 2.0 |beta|
Levels in |beta|: angle/deg, x, 1a1, 1b2, 2a1, 1b1
 180 0.0000  -2.7321  -1.4142   0.0000   0.0000
 150 0.0670  -2.7425  -1.3660  -0.1141   0.0000
 120 0.2500  -2.7718  -1.2247  -0.3280   0.0000
  90 0.5000  -2.8136  -1.0000  -0.5293   0.0000
Total energy in |beta|: angle/deg, n=0, n=1, n=2
 180   -8.2925   -8.2925   -8.2925
 150   -8.2170   -8.3311   -8.4452
 120   -7.9931   -8.3211   -8.6491
  90   -7.6272   -8.1565   -8.6858
R = 3.4641 |beta|
linear a1 roots E1, E3 = -2.7321, 0.7321 |beta|
slope of 1a1 at linear = -0.1547 |beta|
slope of 2a1 at linear = -2.0000 |beta|
slope of 1b2 at linear = 0.7071 |beta|
S_0 = 1.1048 |beta|
S_1 = -0.8952 |beta|
S_2 = -2.8952 |beta|
n=1: x at minimum = 0.1376, barrier to linear = 0.0493 |beta|
n=2: x at minimum = 0.4160, barrier to linear = 0.4051 |beta|
model angle BeH2: 180.0 deg
model angle BH2: 136.5 deg
model angle CH2 triplet: 136.5 deg
model angle CH2 singlet: 99.7 deg
model angle H2O: 99.7 deg
Angles in deg for other gaps: a/|beta|, n=1, n=2
0.5 158.5 123.4
1.0 146.4 110.2
4.0 130.7 93.6
large-gap limit, n=1: 126.9 deg
large-gap check a=1000, n=2: 90.0 deg
Hartree-Fock/6-31G**: bond length, angle
BH2: 1.2 angstrom, 126.5 deg
CH2 triplet: 1.1 angstrom, 130.4 deg
CH2 singlet: 1.1 angstrom, 102.9 deg
H2O: 1.0 angstrom, 104.0 deg
BeH2: 1.3 angstrom, lowest at 180 deg of 5 angles
BeH2 E(170)-E(180) = 0.024 eV
BeH2 E(150)-E(180) = 0.219 eV
BeH2 E(120)-E(180) = 0.913 eV
BeH2 E(90)-E(180) = 2.223 eV
no test failed
```
